# Zero-Point Averaging of NMR Shieldings and Couplings in Normal Coordinates

An electronic-structure calculation at fixed nuclei gives a shielding or coupling at one geometry. A molecule, even in its ground state, samples a range of geometries. This problem finds the resulting correction to second order and evaluates it for a model molecule.

Let $P$ be an isotropic shielding $\sigma$ or an isotropic spin–spin coupling $J$. In the Born–Oppenheimer approximation it is a function of geometry, with value $P_e$ at the potential minimum. The molecule has one well-separated minimum, and its total angular momentum is zero. Centrifugal effects of rotation are a separate contribution and are left out.

## (a) Coordinates

**Introduce dimensionless normal coordinates and expand the potential and the property.**

**Solution.** Mass-weighted normal coordinates $Q_i$ bring the harmonic Hamiltonian to the form

$$H_0=\tfrac12\sum_i\left(-\hbar^2\frac{\partial^2}{\partial Q_i^2}+\omega_i^2Q_i^2\right).$$

Set $Q_i=\sqrt{\hbar/\omega_i}\,q_i$. Then $\omega_i^2Q_i^2=\hbar\omega_i q_i^2$ and $\hbar^2\partial^2/\partial Q_i^2=\hbar\omega_i\,\partial^2/\partial q_i^2$. With $p_i=-i\,\partial/\partial q_i$, and with energies divided by $\hbar$,

$$H_0=\tfrac12\sum_i\omega_i(p_i^2+q_i^2),\qquad [q_i,p_j]=i\delta_{ij}.$$

The expansions about the minimum are

$$V=\tfrac12\sum_i\omega_iq_i^2+\tfrac16\sum_{ijk}\phi_{ijk}q_iq_jq_k+\dots,$$

$$P=P_e+\sum_iP_iq_i+\tfrac12\sum_{ij}P_{ij}q_iq_j+\dots$$

The sums are unrestricted, so $\phi_{ijk}$, $P_i$ and $P_{ij}$ are plain partial derivatives at $q=0$. Each $P_i$ and $P_{ij}$ has the unit of $P$.

## (b) Which terms are needed?

**Find the small parameter, and decide which terms of $V$, $P$ and the kinetic energy contribute to the leading correction.**

**Solution.** Let the potential vary by an electronic energy $D$ over a length $a$, and let $M$ be a typical nuclear mass. Then $\omega\sim\sqrt{D/(Ma^2)}$, and the vibrational amplitude is $\ell\sim\sqrt{\hbar/(M\omega)}$. Define

$$\varepsilon=\frac{\ell}{a},\qquad \varepsilon^2\sim\frac{\hbar}{M\omega a^2}\sim\frac{\hbar}{a\sqrt{MD}}\propto M^{-1/2}.$$

Hence $\varepsilon\propto M^{-1/4}$. A potential term of degree $n$ has size $D\varepsilon^n$, and the harmonic term has size $D\varepsilon^2$. Relative to the latter, cubic terms are of order $\varepsilon$ and quartic terms of order $\varepsilon^2$. In the property, a term of degree $n$ is of order $\varepsilon^n$.

For a nonlinear molecule the kinetic energy also contains

$$\tfrac12\sum_{\alpha\beta}\pi_\alpha\mu_{\alpha\beta}\pi_\beta-\frac{\hbar^2}{8}\sum_\alpha\mu_{\alpha\alpha}.$$

Here $\pi_\alpha$ is the vibrational angular momentum, bilinear in the $q$ and $p$, and $\mu$ is the effective inverse inertia tensor. For a linear molecule, $\tfrac12\mu(\pi_x^2+\pi_y^2)$ takes the place of these terms, with $x$ and $y$ perpendicular to the axis; the counting below applies to it as well. Since $\hbar^2\mu\sim\hbar^2/(Ma^2)$, these terms are smaller than $\hbar\omega$ by $\varepsilon^2$. Their dependence on $q$ through $\mu$ brings a further factor $\varepsilon$ for each power of $q$.

Every term of order $\varepsilon^n$ in $H$ or $P$ therefore has parity $(-1)^n$ under reversal of all $q_i$ and $p_i$. Changing the sign of $\varepsilon$ is equivalent to this reversal, which leaves an average unchanged. For a state that arises from a nondegenerate harmonic level, such as the ground state, the reversal maps the state onto itself. The perturbation series for $\langle P\rangle$ then contains only even powers of $\varepsilon$, and the leading correction is of order $\varepsilon^2$. Excited levels mixed by an exact resonance are interchanged by the reversal and can show odd powers; see (d).

That order needs two quantities:

- The linear property term carries one $\varepsilon$, so $\langle q_i\rangle$ is needed to first order, which comes from the cubic potential.
- The quadratic property term carries $\varepsilon^2$, so $\langle q_iq_j\rangle$ is needed in the harmonic approximation.

The cubic property term is odd, so its average needs another factor $\varepsilon$ and enters at $\varepsilon^4$. Quartic forces and the extra kinetic terms change $\langle q_i\rangle$ at order $\varepsilon^3$ and $\langle q_iq_j\rangle$ at order $\varepsilon^2$. They too reach $\langle P\rangle$ at $\varepsilon^4$.

## (c) The mean displacement

**Show how the cubic potential shifts the mean position along each normal coordinate.**

**Solution.** In an eigenstate of $H$ with energy $E$,

$$\langle[H,p_i]\rangle=E\langle p_i\rangle-\langle p_i\rangle E=0.$$

For any function of the coordinates, $[f(q),p_i]=i\,\partial f/\partial q_i$. With $H=\frac12\sum_i\omega_ip_i^2+V$, the commutator condition says that the mean force vanishes:

$$\left\langle\frac{\partial V}{\partial q_i}\right\rangle=0.$$

Differentiating the cubic term gives three equal contributions, because $\phi_{ijk}$ is symmetric in its indices. The factor $\frac16$ becomes $\frac12$:

$$\omega_i\langle q_i\rangle+\tfrac12\sum_{jk}\phi_{ijk}\langle q_jq_k\rangle=0.$$

The terms omitted here are of order $\varepsilon^3$ relative to $\omega_i$, by the counting in (b). The second term already carries one $\varepsilon$, so its average is taken in the harmonic state.

That state is a product over modes. For $j\ne k$ the average factorizes into $\langle q_j\rangle\langle q_k\rangle=0$. For $j=k$, write $q_j=(a_j+a_j^\dagger)/\sqrt2$, with ladder operators satisfying $[a_j,a_j^\dagger]=1$. Terms with two raising or two lowering operators have no diagonal element, and

$$\langle q_j^2\rangle=\tfrac12\langle a_ja_j^\dagger+a_j^\dagger a_j\rangle=\tfrac12(n_j+1+n_j)=n_j+\tfrac12.$$

Therefore

$$\langle q_i\rangle=-\frac1{2\omega_i}\sum_j\phi_{ijj}\left(n_j+\tfrac12\right).$$

The constants with two equal indices, called semidiagonal, suffice. Constants with three different indices drop out at this order. Motion in mode $j$ exerts a mean force $-\frac12\phi_{ijj}\langle q_j^2\rangle$ along mode $i$, and the restoring force $-\omega_i\langle q_i\rangle$ balances it.

## (d) The averaged property

**Obtain the ground-state average, extend it to excited states and finite temperature, and state where it fails.**

**Solution.** Averaging the expansion of $P$ gives

$$\langle P\rangle=P_e+\sum_iP_i\langle q_i\rangle+\tfrac12\sum_iP_{ii}\langle q_i^2\rangle.$$

Mixed derivatives $P_{ij}$ have vanished with $\langle q_iq_j\rangle$. In the ground state $\langle q_j^2\rangle=\frac12$, so $\langle q_i\rangle=-\sum_j\phi_{ijj}/(4\omega_i)$ and

$$\boxed{\langle P\rangle_0=P_e-\frac14\sum_i\frac{P_i}{\omega_i}\sum_j\phi_{ijj}+\frac14\sum_iP_{ii}}$$

with an error of order $\varepsilon^4$. The first sum is the anharmonic term: the mean geometry is displaced, and the property has a slope. The second is the harmonic curvature term: even a symmetric distribution about the minimum changes the mean of a curved function.

The sign chosen for a normal coordinate is immaterial. Reversing $q_i$ changes the signs of $P_i$ and of $\phi_{ijj}$ for $j\neq i$. It also changes the sign of $\phi_{iii}$, while $\phi_{jii}$ and $P_{ii}$ are unaffected.

The division into two terms does depend on the type of coordinate. For one mode, let $q=s+\frac12cs^2$. The slope in $s$ is still $P_1$, but the curvature becomes $P_{11}+cP_1$, which adds $\frac12cP_1\langle s^2\rangle$. The mean becomes $\langle s\rangle=\langle q\rangle-\frac12c\langle s^2\rangle$, which removes the same amount. The total is unchanged at this order. The boxed formula itself must still be evaluated with rectilinear normal coordinates. In $s$ the kinetic energy depends on position, and the cubic constant $\phi+3c\omega$ of the potential alone would shift the mean by $-\frac34c$ instead of $-\frac14c$.

For an excited state, replace $\frac12$ by $n_j+\frac12$ in both averages. In thermal equilibrium the density operator commutes with $H$, so the mean force again vanishes. The mean occupation is $\bar n_j=1/(e^{u_j}-1)$ with $u_j=\hbar\omega_j/(k_BT)$, and

$$\langle q_j^2\rangle_T=\bar n_j+\tfrac12=\frac12\,\frac{e^{u_j}+1}{e^{u_j}-1}=\tfrac12\coth\frac{\hbar\omega_j}{2k_BT}.$$

This tends to $\frac12$ at low temperature and to $k_BT/(\hbar\omega_j)$ at high temperature. It covers vibration alone; a thermal average for a rotating molecule also needs the centrifugal contribution.

The formula requires small amplitudes. It becomes unreliable for a very soft mode, a double minimum, or a temperature that populates strongly anharmonic levels. The excited-state form also fails when the cubic potential mixes nearly degenerate levels, for example when $\omega_i\approx2\omega_j$. Within a degenerate level, $\langle q_jq_k\rangle$ need not be diagonal, so the product-state result cannot be applied to an arbitrary member.

## (e) Mass-weighted form and practical derivatives

**Rewrite the result in the coordinates $Q_i$, and find a way to obtain the required constants without the full cubic tensor.**

**Solution.** Let subscripts $Q_i$ denote derivatives with respect to $Q_i$, and let $K_{ijk}$ be the third derivatives of the potential energy. Since $\partial/\partial q_i=\sqrt{\hbar/\omega_i}\,\partial/\partial Q_i$,

$$P_i=\sqrt{\frac{\hbar}{\omega_i}}\,P_{Q_i},\qquad P_{ii}=\frac{\hbar}{\omega_i}P_{Q_iQ_i},\qquad \phi_{ijj}=\sqrt{\frac{\hbar}{\omega_i}}\,\frac{K_{ijj}}{\omega_j}.$$

In the last relation, one factor $\hbar$ cancelled because $\phi$ is an energy divided by $\hbar$. The anharmonic term becomes

$$-\frac{\hbar}{4}\sum_{ij}\frac{P_{Q_i}K_{ijj}}{\omega_i^2\omega_j}.$$

Exchanging the names $i$ and $j$ and adding the curvature term gives

$$\langle P\rangle_0-P_e=\frac{\hbar}{4}\sum_i\frac1{\omega_i}\left[P_{Q_iQ_i}-\sum_j\frac{K_{jii}P_{Q_j}}{\omega_j^2}\right].$$

Here each mode $i$ is credited with everything its own zero-point motion causes, including the displacement of other modes.

For the constants, let $g_i=\partial V/\partial q_i$ and displace the molecule by $\pm\delta$ along mode $j$ alone:

$$g_i(\pm\delta)=g_i(0)\pm\omega_i\delta_{ij}\delta+\tfrac12\phi_{ijj}\delta^2\pm O(\delta^3)+O(\delta^4).$$

Odd terms cancel in the sum of the two gradients, so

$$\phi_{ijj}=\frac{g_i(+\delta)+g_i(-\delta)-2g_i(0)}{\delta^2}+O(\delta^2).$$

Two displaced geometries per mode thus supply the semidiagonal constants. Property values at the same points supply $P_j$ from their difference divided by $2\delta$, and $P_{jj}$ from the second difference.

## (f) A model molecule

**A collinear molecule A–B–C has masses 1, 12 and 16 u. Its bond displacements $x_1$ (AB) and $x_2$ (BC) have the potential**

$$V=D_1y_1^2+D_2y_2^2+D_{12}y_1y_2,\qquad y_k=1-e^{-a_kx_k},$$

**with $D_1=5$, $D_2=10$, $D_{12}=-0.5$ eV and $a_1=1.8$, $a_2=2.0$ Å$^{-1}$. Find the corrections to the shielding of B and to the A–B coupling for these quadratic surfaces:**

| | $\sigma$ (ppm) | $J$ (Hz) |
|---|---:|---:|
| value at minimum | 100 | 200 |
| $\partial P/\partial x_1$ (per Å) | −40 | 150 |
| $\partial P/\partial x_2$ (per Å) | −150 | 30 |
| $\partial^2P/\partial x_1^2$ (per Å²) | −100 | 300 |
| $\partial^2P/\partial x_1\partial x_2$ (per Å²) | 50 | −50 |
| $\partial^2P/\partial x_2^2$ (per Å²) | −400 | 60 |

**Solution.** All parameters are round model values, and the motion stays on the line, without bending or rotation. With momenta $\Pi_1,\Pi_2$ conjugate to $x_1,x_2$, the nuclear momenta are $-\Pi_1$, $\Pi_1-\Pi_2$ and $\Pi_2$. The kinetic energy is $\frac12\Pi^{\mathsf T}G\Pi$, where

$$G=\begin{pmatrix}m_A^{-1}+m_B^{-1}&-m_B^{-1}\\-m_B^{-1}&m_B^{-1}+m_C^{-1}\end{pmatrix}.$$

Let $F$ be the matrix of second derivatives of $V$. Factor $G=CC^{\mathsf T}$ and diagonalize $C^{\mathsf T}FC=U\omega^2U^{\mathsf T}$. Then $x=LQ$ with $L=CU$ satisfies $LL^{\mathsf T}=G$ and $L^{\mathsf T}FL=\omega^2$, as normal coordinates require. The derivatives $t_{ki}=\partial x_k/\partial q_i=L_{ki}\sqrt{\hbar/\omega_i}$ convert the potential and property derivatives by the chain rule.

From $y_k=a_kx_k-\frac12a_k^2x_k^2+\dots$, the third derivatives of $V$ are

$$V_{kkk}=-6D_ka_k^3,\quad V_{112}=-D_{12}a_1^2a_2,\quad V_{122}=-D_{12}a_1a_2^2.$$

Numerical diagonalization and the chain rule give:

| | mode 1 | mode 2 |
|---|---:|---:|
| $\omega_i$ (cm$^{-1}$) | 1711.64 | 3141.53 |
| $t_{1i}$ (Å) | 0.01783 | 0.10702 |
| $t_{2i}$ (Å) | 0.05064 | −0.01295 |
| $\phi_{i11}$ (cm$^{-1}$) | −505.57 | 92.84 |
| $\phi_{i22}$ (cm$^{-1}$) | −311.16 | −1731.34 |

Mode 1 is mainly the BC stretch and mode 2 mainly the AB stretch. Their mean displacements are

$$\langle q_1\rangle=\frac{505.57+311.16}{4(1711.64)}=0.1193,$$

$$\langle q_2\rangle=\frac{-92.84+1731.34}{4(3141.53)}=0.1304.$$

In bond lengths,

$$\langle x_1\rangle=0.01783(0.1193)+0.10702(0.1304)=0.0161\ \text{Å},$$

and likewise $\langle x_2\rangle=0.0044$ Å. Both bonds lengthen. The constant $\phi_{122}$ supplies more than a third of $\langle q_1\rangle$, so keeping just the diagonal $\phi_{iii}$ would be a poor approximation for $\langle q_1\rangle$, and hence for the shielding, whose anharmonic part comes mostly from mode 1. With diagonal constants alone the shielding correction found below would be $-1.515$ instead of $-1.876$ ppm. The coupling correction would change only from 3.479 to 3.404 Hz: it is dominated by mode 2, and the changes in the two modes ($-0.191$ and $+0.116$ Hz) partly cancel.

For the shielding along mode 1,

$$P_1=-40(0.01783)-150(0.05064)=-8.31\ \text{ppm},$$

$$\begin{aligned}P_{11}&=-100(0.01783)^2+2(50)(0.01783)(0.05064)\\&\quad-400(0.05064)^2=-0.967\ \text{ppm}.\end{aligned}$$

The factor 2 counts both orders of the mixed derivative. The anharmonic part is $-8.31\times0.1193=-0.991$ ppm, and the curvature part is $-0.967/4=-0.242$ ppm. The same steps give the other entries (the sums below are formed before rounding):

| | anharmonic | curvature |
|---|---:|---:|
| $\sigma$, mode 1 (ppm) | −0.991 | −0.242 |
| $\sigma$, mode 2 (ppm) | −0.305 | −0.338 |
| $J$, mode 1 (Hz) | 0.500 | 0.040 |
| $J$, mode 2 (Hz) | 2.042 | 0.896 |

The sums are

$$\langle\sigma\rangle_0-\sigma_e=-1.876\ \text{ppm},\qquad \langle J\rangle_0-J_e=3.479\ \text{Hz}.$$

The second-order estimates of the zero-point averages are therefore about 98.1 ppm and 203.5 Hz; part (g) shows that the omitted higher orders change them by about 0.04 ppm and 0.1 Hz. The values 100 ppm and 200 Hz belong to a motionless molecule.

## (g) Accuracy and isotope shifts

**Estimate the error of the second-order result. Then replace A by an isotope of mass 2 u and find the changes in $\sigma$ and $J$.**

**Solution.** The two-bond Hamiltonian can be diagonalized numerically on a grid in $x_1,x_2$, keeping the full Morse functions. With the same property surfaces, this gives corrections of $-1.9125$ ppm and $3.5769$ Hz. Relative to these values, the second-order corrections are too small in magnitude by about 2% and 3%.

By (b), the correction scales as $\varepsilon^2$ and its error as $\varepsilon^4$, so the relative error scales as $\varepsilon^2\propto M^{-1/2}$. Multiplying all masses by 16 should divide it by about 4. With masses 16 times larger, the formula falls short of the grid correction by 0.48% for $\sigma$ and 0.69% for $J$. Another factor of 16 reduces these figures to 0.12% and 0.17%, as the scaling predicts.

For the isotope shift, the potential and property surfaces stay fixed, so $P_e$ cancels and the difference of the vibrational corrections remains. With A of mass 2 u, the frequencies fall to 1602.05 and 2413.93 cm$^{-1}$. Repeating (f) gives corrections of $-1.614$ ppm and $2.596$ Hz. Heavy minus light,

$$\Delta\sigma=-1.614-(-1.876)=0.262\ \text{ppm},$$

$$\Delta J=2.596-3.479=-0.883\ \text{Hz}.$$

In this model the heavier molecule lies closer to the equilibrium values: for each property the anharmonic and curvature parts share a sign, and both shrink (for $\sigma$ from $-1.296$ and $-0.580$ to $-1.112$ and $-0.502$ ppm, for $J$ from 2.543 and 0.936 to 1.896 and 0.700 Hz). With contributions of opposite sign, whether between the two parts or between the two bonds, this need not happen. For real isotopes, a coupling is also proportional to the nuclear gyromagnetic ratios. The fixed $J$ surface used here therefore corresponds to comparing couplings after rescaling them to common gyromagnetic ratios.

The grid calculation gives shifts of 0.276 ppm and $-0.929$ Hz. The second-order shifts are about 5% smaller in magnitude, a larger relative error than for either correction alone. For $\sigma$, the formula misses 0.037 ppm in the light molecule and 0.023 ppm in the heavy one. The remaining 0.014 ppm is small compared with the corrections, but it is measured against a much smaller shift.
